\section*{Adiabatic cooling by a weak field in Kittel's two-sublattice antiferroelectric, part 1}

(Sections cited here and not found follow in the second part.)

\section{The weak-field response}

\subsection{The question}

A crystal between two electrodes is thermally isolated, and a voltage is applied slowly. If the crystal contains dipoles that are disordered, the field aligns them, their entropy falls, and the lattice vibrations must take up the difference: the crystal warms. An antiferroelectric below its transition temperature starts from a different state. Its dipoles are already ordered, in two interpenetrating sublattices with opposite polarizations. A field along their common axis favours one sublattice and opposes the other. Whether the total order then rises or falls is not obvious, because the two sublattices change in opposite directions and, to first order in the field, by equal amounts. The answer depends on the second-order changes.

Kittel's model is a simple description in which these changes can be calculated. Let $P_a$ and $P_b$ be the contributions of the two sublattices to the macroscopic polarization, so that the measured polarization is $P_a+P_b$. Both lie along one axis, and the electric field $E$ is applied along it. At fixed stress the free energy per unit volume is
\begin{equation}
\begin{aligned}
G={}&G_0(T)+f\,(P_a^2+P_b^2)+g\,P_aP_b\\
&+h\,(P_a^4+P_b^4)-E\,(P_a+P_b).
\end{aligned}
\label{eq:kittel}
\end{equation}
The equilibrium state minimizes $G$ with respect to $P_a$ and $P_b$ at given $T$ and $E$. The term $G_0$ belongs to all other degrees of freedom, chiefly the lattice vibrations. A positive $g$ favours opposite signs of $P_a$ and $P_b$. A positive $h$ keeps the energy bounded from below and, as shown next, makes the transition continuous. The temperature enters through
\begin{equation}
f=\tfrac12 g+\lambda\,(T-T_0),\qquad \lambda>0,
\label{eq:f}
\end{equation}
while $g$, $h$ and $\lambda$ are taken as constants. This is a mean-field theory: $P_a$ and $P_b$ are uniform, and their fluctuations are ignored.

The statement to be proved concerns a fixed temperature $T=T_0-\delta$ with $\delta>0$. If the field is weak enough at that temperature, its adiabatic application lowers the temperature. The order of these words matters. For a fixed field, however small, there is a narrow interval just below $T_0$ in which the crystal warms; its width is found in the second half.

\subsection{Polar and staggered coordinates}

The field couples to the sum of the sublattice polarizations, and the antiferroelectric order is their difference. Define
\begin{equation}
\begin{aligned}
P&=P_a+P_b, & L&=P_a-P_b,\\
P_a&=\tfrac12(P+L), & P_b&=\tfrac12(P-L).
\end{aligned}
\label{eq:PL}
\end{equation}
The quadratic combinations become
\begin{equation}
P_a^2+P_b^2=\tfrac12(P^2+L^2),\qquad P_aP_b=\tfrac14(P^2-L^2).
\label{eq:quad}
\end{equation}
The quartic one follows from them:
\begin{align}
P_a^4+P_b^4&=(P_a^2+P_b^2)^2-2(P_aP_b)^2\nonumber\\
&=\tfrac14(P^2+L^2)^2-\tfrac18(P^2-L^2)^2\nonumber\\
&=\tfrac18\,(P^4+6P^2L^2+L^4).
\label{eq:quart}
\end{align}
In $G$ the coefficient of $L^2$ is $\tfrac12f-\tfrac14g=\tfrac12\lambda(T-T_0)$, and that of $P^2$ is $\tfrac12f+\tfrac14g=\tfrac12[g+\lambda(T-T_0)]$, by \eqref{eq:f}. Hence
\begin{equation}
\begin{aligned}
G-G_0={}&\tfrac12\lambda(T-T_0)L^2+\tfrac12\left[g+\lambda(T-T_0)\right]P^2\\
&+\tfrac18h\,(P^4+6P^2L^2+L^4)-EP.
\end{aligned}
\label{eq:GPL}
\end{equation}
The coefficient of $L^2$ changes sign at $T_0$, where that of $P^2$ is still $\tfrac12g>0$. The crystal therefore becomes unstable against staggered order first. The term $6P^2L^2$ is a repulsion between the two kinds of order: each makes the other more costly.

\subsection{Eliminating the staggered order}

Work below $T_0$, with $T-T_0=-\delta$. For a given $P$, the part of \eqref{eq:GPL} that contains $L$ is
\begin{equation}
\tfrac12 aL^2+\tfrac18hL^4,\qquad a=-\lambda\delta+\tfrac32hP^2 .
\label{eq:Lpart}
\end{equation}
Its derivative is $L(a+\tfrac12hL^2)$. If $a<0$, the minimum lies at $L^2=-2a/h$, that is,
\begin{equation}
L^2=L_0^2-3P^2,\qquad L_0^2=\frac{2\lambda\delta}{h}.
\label{eq:L}
\end{equation}
If $a\ge0$, the minimum is at $L=0$. In zero field, where $P=0$ as confirmed below, the staggered polarization is $L_0$, which grows continuously from zero as $\delta^{1/2}$. The transition is therefore continuous.

At the minimum with $a<0$, the expression \eqref{eq:Lpart} has the value $-a^2/h+a^2/(2h)=-a^2/(2h)$. Expanding the square gives
\begin{equation}
-\frac{a^2}{2h}=-\frac{\lambda^2\delta^2}{2h}+\tfrac32\lambda\delta P^2-\tfrac98hP^4 .
\label{eq:asq}
\end{equation}
Adding the remaining terms $\tfrac12(g-\lambda\delta)P^2+\tfrac18hP^4$ gives an energy that depends on $P$ alone. Measured from the constant $-\lambda^2\delta^2/(2h)$, and without the field term, it is
\begin{equation}
W(P)=\tfrac12(g+2\lambda\delta)P^2-hP^4,\qquad hP^2<\tfrac23\lambda\delta .
\label{eq:Win}
\end{equation}
For larger $P$ the staggered order is gone, and
\begin{align}
W(P)&=\tfrac12(g-\lambda\delta)P^2+\tfrac18hP^4+\frac{\lambda^2\delta^2}{2h}\nonumber\\
&=\tfrac12gP^2+\tfrac18h\,(P^2-L_0^2)^2,\qquad hP^2\ge\tfrac23\lambda\delta .
\label{eq:Wout}
\end{align}
The second line follows on expanding the square with $hL_0^2=2\lambda\delta$.

These forms show that the zero-field state is the antiferroelectric one. In \eqref{eq:Win},
\begin{equation*}
W=P^2\left(\tfrac12g+\lambda\delta-hP^2\right)\ge P^2\left(\tfrac12g+\tfrac13\lambda\delta\right),
\end{equation*}
which is positive unless $P=0$. In \eqref{eq:Wout}, $W$ is a sum of a positive and a non-negative term. Thus $P=0$ is the single lowest point of $W$ for every $\delta>0$. A sufficiently weak field moves this minimum slightly and cannot make a distant state more favourable, because every distant state lies higher by a finite energy.

The displaced minimum satisfies $dW/dP=E$:
\begin{equation}
E=(g+2\lambda\delta)P-4hP^3 .
\label{eq:state}
\end{equation}
To first order in the field, $P=\chi E$ with
\begin{equation}
\chi=\frac{1}{g+2\lambda\delta}\qquad(T<T_0).
\label{eq:chi}
\end{equation}
The susceptibility $\chi=\partial P/\partial E$ is in SI units and includes the factor $\varepsilon_0$. It falls as the crystal is cooled below $T_0$. The reason can be traced in \eqref{eq:GPL}. The bare stiffness of $P$ is $g-\lambda\delta$, which would soften on cooling, but the repulsion adds $\tfrac32hL_0^2=3\lambda\delta$, and the sum is $g+2\lambda\delta$.

\subsection{The entropy in a field}

At equilibrium $G$ is a function of $T$ and $E$, and the entropy per unit volume is $S=-(\partial G/\partial T)_E$. When $T$ changes, $P_a$ and $P_b$ change too, but $G$ is stationary with respect to both, so their changes do not contribute to the first derivative. The explicit dependence on $T$ remains. It lies in $G_0$ and in $f$, whose derivative is $\lambda$. Therefore
\begin{equation}
S=S_0(T)-\lambda\,(P_a^2+P_b^2)=S_0(T)-\tfrac12\lambda\,(L^2+P^2),
\label{eq:S}
\end{equation}
where $S_0=-dG_0/dT$. In this model the entropy removed by order depends on the squares of the sublattice polarizations, whatever their signs.

Insert \eqref{eq:L} into \eqref{eq:S}. Since $L^2+P^2=L_0^2-2P^2$,
\begin{equation}
S=S_0(T)-\frac{\lambda^2\delta}{h}+\lambda P^2 .
\label{eq:Sbelow}
\end{equation}
When the field is applied at constant temperature, the first two terms do not change, and
\begin{equation}
\Delta S_T=+\lambda P^2\qquad(T<T_0,\ L\neq0).
\label{eq:dS}
\end{equation}
The field increases the entropy. It creates $P^2$ but destroys three times as much $L^2$, and the sum of squares falls.

The same result can be read from the sublattices. For small $P$, \eqref{eq:L} gives $L\simeq L_0-3P^2/(2L_0)$. By \eqref{eq:PL}, with $P_a$ along the field, the magnitudes change by
\begin{equation}
\Delta|P_a|\simeq+\frac P2-\frac{3P^2}{4L_0},\qquad
\Delta|P_b|\simeq-\frac P2-\frac{3P^2}{4L_0}.
\label{eq:sublat}
\end{equation}
The quadratic terms show that the opposed sublattice loses more than the favoured one gains. In the change of $P_a^2+P_b^2$ the contributions linear in $P$ cancel. The quadratic terms, multiplied by $2\times L_0/2$, contribute $-\tfrac32P^2$, and the squares of the linear terms contribute $+\tfrac12P^2$. The sum of squares therefore changes by $-P^2$, in agreement with \eqref{eq:dS}. This asymmetry comes from the quartic energy, which makes a sublattice stiffer against growth than against shrinkage.

Maxwell's relation gives a second derivation from the same free energy. From $dG=-S\,dT-P\,dE$ one has $(\partial S/\partial E)_T=(\partial P/\partial T)_E$. With $P=\chi(T)E$, integration over the field gives
\begin{equation}
\Delta S_T=\tfrac12E^2\,\frac{d\chi}{dT}.
\label{eq:maxwell}
\end{equation}
Since $\delta=T_0-T$, \eqref{eq:chi} gives $d\chi/dT=2\lambda\chi^2$, and therefore $\Delta S_T=\lambda\chi^2E^2$. This is \eqref{eq:dS} at leading order. The positive sign thus expresses a measurable property: the susceptibility rises with temperature below $T_0$.

\subsection{From entropy to temperature}

A slow, reversible change in a thermally isolated crystal keeps the total entropy constant. If the temperature changes from $T$ to $T+\Delta T$,
\begin{equation}
S(T+\Delta T,E)=S(T,0).
\label{eq:adiabat}
\end{equation}
The sign of $\Delta T$ follows without any expansion if $S$ increases with temperature at fixed field. It does so here. At fixed $P_a$ and $P_b$, the function $G-G_0$ is linear in $T$. The minimum of a family of linear functions is concave, so the dipolar entropy, which is minus its slope, cannot decrease with $T$. The background entropy $S_0$ increases, because its heat capacity $c_0=T\,dS_0/dT$ is positive. Consequently, if the field raises the entropy at the starting temperature, the crystal must end at a lower temperature to satisfy \eqref{eq:adiabat}. The signs of $\Delta T$ and $\Delta S_T$ are opposite.

For the magnitude one needs the heat capacity per unit volume in zero field. Differentiating \eqref{eq:Sbelow} at $P=0$, with $d\delta/dT=-1$, gives
\begin{equation}
c=T\frac{dS}{dT}=c_0+\frac{T\lambda^2}{h}\qquad(T<T_0).
\label{eq:c}
\end{equation}
The second term is the heat needed to weaken the staggered order as the temperature rises. Expanding \eqref{eq:adiabat} to leading order gives $(c/T)\Delta T+\lambda\chi^2E^2=0$, or
\begin{equation}
\boxed{\;\Delta T=-\frac{T\lambda\chi^2E^2}{c}+O(E^4)\;}
\label{eq:main}
\end{equation}
The next term is of fourth order because reversing the field reverses $P$ and leaves the temperature change the same. All factors in the leading term are positive, so the crystal cools.

\subsection{The other side of the transition}

Above $T_0$ the staggered order is absent. The stiffness of $P$ in \eqref{eq:GPL} gives $\chi=1/[g+\lambda(T-T_0)]$, and \eqref{eq:S} with $L=0$ gives
\begin{equation}
\Delta S_T=-\tfrac12\lambda P^2\qquad(T>T_0).
\label{eq:above}
\end{equation}
Here the field can only create order, and the crystal warms. At $T_0$ the two susceptibilities meet at $1/g$. For a weak field the entropy changes just below and just above the transition are therefore in the ratio $-2$. The temperature changes have a somewhat smaller ratio, because the heat capacity below $T_0$ contains the additional term in \eqref{eq:c}.

The weak-field response thus changes sign abruptly at $T_0$ in this model. For a small but finite field the change cannot be abrupt, and the condition that the field be weak must be made quantitative.

\section{Finite fields, magnitudes and limits}

\subsection{Results carried over}

The polarization is $P=P_a+P_b$, the staggered order is $L=P_a-P_b$, and the starting temperature is $T=T_0-\delta$. The constants $g$, $h$ and $\lambda$ belong to the free energy \eqref{eq:kittel}. In zero field $L=L_0=(2\lambda\delta/h)^{1/2}$. While the staggered order survives, $L^2=L_0^2-3P^2$, the field is $E=(g+2\lambda\delta)P-4hP^3$, and the isothermal entropy change is $+\lambda P^2$. The weak-field cooling is \eqref{eq:main}, with $\chi=1/(g+2\lambda\delta)$ and $c=c_0+T\lambda^2/h$. The adiabatic temperature change always has the sign opposite to that of the isothermal entropy change at the starting temperature.

\subsection{A worked example}

Take a single-domain crystal with $T_0=500$ K, a Curie constant of $1.5\times10^5$ K and a Curie--Weiss temperature 40 K below $T_0$. These are rough scales of lead zirconate. Above $T_0$ the inverse susceptibility is $g+\lambda(T-T_0)$. Comparing it with the Curie--Weiss law gives $\lambda=1/(\varepsilon_0\times1.5\times10^5\ \mathrm{K})=7.53\times10^5$ J\,m/(C$^2$\,K) and $g=\lambda\times40\ \mathrm{K}=3.01\times10^7$ J\,m/C$^2$. The background heat capacity is $c_0=3.0$ MJ/(m$^3$\,K). The value $h=10^9$ J\,m$^5$/C$^4$ is chosen to impose a continuous transition.

Start at 495 K, so that $\delta=5$ K, and apply 5 kV/cm $=5\times10^5$ V/m. Then $g+2\lambda\delta=3.76\times10^7$ J\,m/C$^2$, and the linear estimate of the polarization is
\begin{equation*}
\chi E=\frac{5\times10^5}{3.76\times10^7}=0.0133\ \mathrm{C/m^2}.
\end{equation*}
With $c=3.28$ MJ/(m$^3$\,K), \eqref{eq:main} gives
\begin{equation*}
\Delta T=-\frac{495\times7.53\times10^5\times(0.0133)^2}{3.28\times10^6}\ \mathrm{K}\simeq-20\ \mathrm{mK}.
\end{equation*}
Numerical minimization of \eqref{eq:kittel}, combined with the full condition \eqref{eq:adiabat} for constant $c_0$, gives $-20.8$ mK, against $-20.0$ mK from the weak-field law. The difference, 4\% of the weak-field value, arises mainly because the cubic term in \eqref{eq:state} makes $P$ 2\% larger than $\chi E$.

The minimized sublattice polarizations at 495 K show the mechanism. They change from $4.34$ and $-4.34$ to $4.85$ and $-3.50\ \mu$C/cm$^2$. The favoured sublattice gains $0.52$ and the opposed one loses $0.84\ \mu$C/cm$^2$. The sum of squares falls from $37.6$ to $35.8\ (\mu\mathrm{C/cm^2})^2$, and the entropy rises by 138 J/(m$^3$\,K). At 505 K the same field lowers the entropy by 81 J/(m$^3$\,K) and warms the crystal by 13.7 mK.

The predicted ratio $-2$ belongs to the limit $T\to T_0$. At 0.2 K on either side, in a field small enough to stay in the linear regime, the computed ratio is $-1.98$. The small deficit follows from the susceptibilities: their inverses are $40.4\lambda$ K below and $40.2\lambda$ K above, and $2(40.2/40.4)^2=1.98$.

In this model, a sufficiently weak field applied adiabatically at a fixed temperature below $T_0$ cools the crystal, by about 20 mK in the example at 495 K and 5 kV/cm. It remains to find where the cooling stops growing and turns into warming in stronger fields, which assumptions fix its sign, and how the model compares with a real crystal.
